# Davydov Splitting of a Carbonyl Vibration in a Two-Molecule Crystal

## 1. Two molecules

Take two identical molecules, A and B, held fixed and exchanged by a twofold rotation. Each has one carbonyl stretching coordinate \(Q\), mass-weighted so that its kinetic energy is \(\dot Q^2/2\). The molecules interact through a small bilinear term:

\[
V=\tfrac12\omega_0^2(Q_A^2+Q_B^2)+F\,Q_AQ_B .
\]

The equations of motion are \(\ddot Q_A=-\omega_0^2Q_A-FQ_B\) and \(\ddot Q_B=-\omega_0^2Q_B-FQ_A\). Adding and subtracting them shows that \(Q_\pm=(Q_A\pm Q_B)/\sqrt2\) oscillate independently, with

\[
\omega_\pm^2=\omega_0^2\pm F .
\]

In phase, each molecule feels an extra restoring force if \(F>0\). Out of phase, the same force acts with the opposite sign. One level moves up and the other down, which is the origin of the factor two in the splitting.

It is useful to express \(F\) as an energy. With \(\hbar=1\), \(Q=(a+a^\dagger)/\sqrt{2\omega_0}\), so the matrix element that moves one vibrational quantum from A to B is

\[
L=\langle 0_A1_B|F Q_AQ_B|1_A0_B\rangle=\frac{F}{2\omega_0}.
\]

Then \(\omega_\pm=\omega_0\sqrt{1\pm2L/\omega_0}\simeq\omega_0\pm L\), and the splitting is \(2|L|\) to leading order. For a deliberately strong coupling, \(L/\omega_0=0.05\), diagonalizing the quantum Hamiltonian gives a splitting of \(0.100126\,\omega_0\). This agrees with \(\sqrt{1.1}-\sqrt{0.9}\) and is 0.13% above \(2L/\omega_0=0.1\).

## 2. The crystal and its assumptions

A crystal has many A and B molecules, and \(L\) must be replaced by a sum. Let cell \(n\) sit at \(\mathbf R_n\), with its molecules at \(\mathbf R_n+\mathbf r_\alpha\), \(\alpha=A,B\). The assumptions are these.

- The lattice is rigid and perfect, and a space-group operation \(g\) exchanges the two sublattices.
- Each molecule has one nondegenerate carbonyl vibration, far in frequency from every other mode compared with the couplings.
- The vibration is harmonic for now, and the couplings are bilinear and weak compared with \(\omega_0\).

The site frequency \(\omega_0\) already includes the static shift caused by the surrounding molecules. It is the same on both sublattices because \(g\) maps one environment onto the other. The potential energy is

\[
V=\tfrac12\sum_{n\alpha}\omega_0^2Q_{n\alpha}^2
+\tfrac12\sum_{n\alpha\ne m\beta}F_{n\alpha,m\beta}Q_{n\alpha}Q_{m\beta}.
\]

The factor one half in the second sum compensates for counting each pair twice. With \(F_{n\alpha,m\beta}=2\omega_0L_{n\alpha,m\beta}\), the equation of motion is

\[
\ddot Q_{n\alpha}=-\omega_0^2Q_{n\alpha}
-2\omega_0\sum_{m\beta}L_{n\alpha,m\beta}Q_{m\beta}.
\]

Translation symmetry makes \(L\) depend on \(m-n\) alone. Insert \(Q_{n\alpha}=c_\alpha e^{i\mathbf k\cdot(\mathbf R_n+\mathbf r_\alpha)-i\omega t}\) and divide by the exponential on the left:

\[
\omega^2c_\alpha=\omega_0^2c_\alpha+2\omega_0\sum_\beta L_{\alpha\beta}(\mathbf k)c_\beta,
\]
\[
L_{\alpha\beta}(\mathbf k)=\sum_m L_{0\alpha,m\beta}\,
e^{i\mathbf k\cdot(\mathbf R_m+\mathbf r_\beta-\mathbf r_\alpha)} .
\]

The whole crystal is reduced to a two-by-two problem for each \(\mathbf k\). At the zone centre every phase factor is one, so

\[
L_{AB}=\sum_m L_{0A,mB}
\]

is a real sum over all B molecules seen from one fixed A molecule. Since \(L_{0B,mA}=L_{mA,0B}=L_{0A,(-m)B}\), also \(L_{BA}=L_{AB}\). For couplings that fall off faster than \(r^{-3}\) these sums need no further definition. Dipole coupling needs one, given in section 5.

## 3. What symmetry fixes

Let \(e_A\) be the pattern in which every A molecule is displaced by one unit of \(Q\), and let \(e_B=g\,e_A\). This defines the sign of \(Q_B\). The coupling is a quadratic form that \(g\) leaves unchanged, so

\[
L_{BB}=L(ge_A,ge_A)=L(e_A,e_A)=L_{AA}.
\]

Applying \(g\) twice returns the A sublattice to itself. Up to a lattice translation, \(g^2\) is therefore a symmetry operation of one molecular site. A nondegenerate vibration can only be kept or reversed by it, so \(g\,e_B=\chi e_A\) with \(\chi=\pm1\). Then

\[
L_{AB}=L(ge_A,ge_B)=\chi L(e_B,e_A)=\chi L_{AB}.
\]

For \(\chi=+1\) this places no restriction on \(L_{AB}\). For \(\chi=-1\) it forces \(L_{AB}=0\), and the two levels stay degenerate. An example is a body-centred arrangement in a tetragonal cell, with dipoles along \(x\) at the corners and along \(y\) at the centres, related by a fourfold operation. For every B molecule at \((x,y,z)\) there is another at \((-x,y,z)\), and their \(xy\) couplings cancel. The splitting formula still holds, with the value zero. For dipole coupling this applies to \(\mathbf k\) along the fourfold axis; in other directions the macroscopic field of section 5 separates the levels.

## 4. The splitting

With \(L_{AA}=L_{BB}\), the zone-centre problem is

\[
\begin{pmatrix}\omega_0^2+2\omega_0L_{AA}&2\omega_0L_{AB}\\
2\omega_0L_{AB}&\omega_0^2+2\omega_0L_{AA}\end{pmatrix}
\begin{pmatrix}c_A\\c_B\end{pmatrix}=\omega^2\begin{pmatrix}c_A\\c_B\end{pmatrix}.
\]

The vectors \((1,\pm1)/\sqrt2\) solve it, with

\[
\omega_\pm^2=\omega_0^2+2\omega_0(L_{AA}\pm L_{AB}).
\]

Both right-hand sides must be positive for the crystal to be stable. Subtract the two equations and factor the difference of squares:

\[
(\omega_+-\omega_-)(\omega_++\omega_-)=4\omega_0L_{AB}.
\]

With the mean frequency \(\bar\omega=(\omega_++\omega_-)/2\), this becomes

\[
\Delta=|\omega_+-\omega_-|=2|L_{AB}|\,\frac{\omega_0}{\bar\omega}.
\]

This is an identity of the harmonic model. For weak coupling \(\bar\omega\simeq\omega_0+L_{AA}\), so the last factor is \(1-L_{AA}/\omega_0\) to first order, and the leading result is

\[
\boxed{\Delta=2|L_{AB}|}
\]

The sum is taken before the absolute value, so contributions from different neighbours can cancel. The coupling \(L_{AA}\) within a sublattice moves both levels together. Reversing the sign convention of \(Q_B\) reverses \(L_{AB}\) and exchanges the names "in phase" and "out of phase", but leaves \(\Delta\) unchanged.

The same result follows from one-quantum states. In a crystal of \(N\) cells let \(|\alpha\rangle=N^{-1/2}\sum_n a^\dagger_{n\alpha}|0\rangle\). Then

\[
\langle A|H|B\rangle=\frac1N\sum_{nm}L_{nA,mB}=L_{AB},
\]

because each of the \(N\) values of \(n\) gives the same sum. The excitation energies are \(\omega_0+L_{AA}\pm L_{AB}\). This step drops the terms that create or destroy two quanta. They connect states about \(2\omega_0\) apart and enter at second order in the coupling.

The one-quantum argument does not need harmonic molecules. If the vibration is anharmonic, \(\omega_0\) becomes the true 0–1 energy, including the static shift caused by the mean displacements of the neighbours, and \(L\) is built from the true 0–1 matrix elements. A check used a pair with local potential \(x^2/2-0.1x^3+0.01x^4\) and coupling \(0.001\,x_1x_2\), in oscillator units. The computed splitting was 0.99989 times \(2|L|\).

## 5. Dipole coupling and the direction of k

A carbonyl stretch carries a transition dipole \(\mu\mathbf u\), with \(\mathbf u\) a unit vector. Two such dipoles separated by \(\mathbf r\) have the transfer element

\[
L(\mathbf r)=C\,\frac{\mathbf u\cdot\mathbf u'-3(\mathbf u\cdot\hat{\mathbf r})(\mathbf u'\cdot\hat{\mathbf r})}{r^3},
\qquad C=\frac{\mu^2}{4\pi\varepsilon_0hc},
\]

where \(C\) carries the unit cm\(^{-1}\) nm\(^3\), so that \(L\) is in cm\(^{-1}\).

The lattice sum of \(r^{-3}\) terms depends on how the limit \(\mathbf k\to0\) is taken. A long polarization wave \(\mathbf P\) produces a macroscopic field. In electrostatics this field is parallel to \(\mathbf k\), and Gauss's law, \(\nabla\cdot(\mathbf E+4\pi\mathbf P)=0\) in Gaussian form, gives \(\mathbf E=-4\pi\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P)\). A sublattice of unit dipoles has \(\mathbf P=\mathbf u_\beta/V\), where \(V\) is the cell volume. The interaction energy \(-\mathbf u_\alpha\cdot\mathbf E\) adds to the field-free lattice sum \(T^0\):

\[
L_{\alpha\beta}(\hat{\mathbf k})=C\,\mathbf u_\alpha\cdot T^0_{\alpha\beta}\cdot\mathbf u_\beta
+\frac{4\pi C}{V}(\mathbf u_\alpha\cdot\hat{\mathbf k})(\mathbf u_\beta\cdot\hat{\mathbf k}).
\]

The last term can make \(L_{AA}\) and \(L_{BB}\) unequal, because a chosen direction may break the symmetry between the sublattices. They remain equal if \(g\) maps \(\hat{\mathbf k}\) to \(\pm\hat{\mathbf k}\), since the term is even in \(\hat{\mathbf k}\). For a general direction, the eigenvalues of the two-by-two one-quantum matrix differ by

\[
\Delta(\hat{\mathbf k})=\sqrt{(L_{AA}-L_{BB})^2+4L_{AB}^2}.
\]

Twice the absolute summed coupling is then not the full splitting. In the main case below, \(\mathbf k\) is perpendicular to both transition dipoles, and the macroscopic term vanishes.

## 6. A crystal with a twofold screw axis

The example is a model monoclinic crystal with a screw axis along \(b\). The site frequency is 2000 cm\(^{-1}\) and the transition dipole 0.30 D. The cell has \(a=0.90\), \(b=0.65\), \(c=0.85\) nm and \(\beta=100^\circ\), so \(V=0.490\) nm\(^3\). The point dipoles sit at fractional positions \((0.20,0,0.15)\) and \((-0.20,0.5,-0.15)\). Each makes an angle \(\theta=60^\circ\) with \(b\), and its projection on the \(ac\) plane lies along a line \(\hat{\mathbf p}\) at \(30^\circ\) from \(a\), turned towards \(c\).

The screw rotation keeps the component along \(b\) and reverses the one along \(p\):

\[
\mathbf u_A=\cos\theta\,\hat{\mathbf b}+\sin\theta\,\hat{\mathbf p},\qquad
\mathbf u_B=\cos\theta\,\hat{\mathbf b}-\sin\theta\,\hat{\mathbf p}.
\]

In \(\mathbf u_A\cdot T^0_{AB}\cdot\mathbf u_B\) the two cross terms cancel because \(T^0_{AB}\) is symmetric. What remains is

\[
L_{AB}=C\left(\cos^2\theta\,T_{bb}-\sin^2\theta\,T_{pp}\right).
\]

The lattice sums are \(T_{bb}=-7.813\) and \(T_{pp}=-18.603\) nm\(^{-3}\), and \(C=0.4531\) cm\(^{-1}\) nm\(^3\). Therefore

\[
L_{AB}=0.4531\,[0.25(-7.813)+0.75(18.603)]=5.44\ \mathrm{cm^{-1}},
\]
\[
\Delta=2|L_{AB}|=10.9\ \mathrm{cm^{-1}}=1.35\ \mathrm{meV}.
\]

Each A molecule has two nearest B neighbours at 0.518 nm, each contributing 1.76 cm\(^{-1}\). Together they give 3.52 cm\(^{-1}\), about 65% of the full sum. A nearest-neighbour estimate of the splitting would be 7.0 cm\(^{-1}\).

The coupling within a sublattice is \(L_{AA}=-3.02\) cm\(^{-1}\). The harmonic frequencies are 2002.42 cm\(^{-1}\) in phase and 1991.53 cm\(^{-1}\) out of phase. Their difference, 10.889 cm\(^{-1}\), exceeds \(2|L_{AB}|=10.872\) cm\(^{-1}\) by 0.15%. This is the factor \(1-L_{AA}/\omega_0\) of section 4, with \(L_{AA}\) negative.

The reduction to two modes was tested on a periodic crystal of 128 molecules, with couplings cut off at 1.1 nm. Diagonalizing all 128 coordinates gave a zone-centre splitting of 7.138 cm\(^{-1}\), against \(2|L_{AB}|=7.145\) cm\(^{-1}\) from the truncated sum. The factor \(\omega_0/\bar\omega\) accounts for the difference.

The truncated \(L_{AB}\), 3.57 cm\(^{-1}\), is well below 5.44 cm\(^{-1}\) because a spherical cutoff implies a different macroscopic field. A uniformly polarized sphere has the depolarizing field \(-4\pi\mathbf P/3\), which adds \((4\pi C/3V)\,\mathbf u_A\cdot\mathbf u_B\) to the coupling. With \(4\pi C/V=11.63\) cm\(^{-1}\) and \(\mathbf u_A\cdot\mathbf u_B=\cos^2\theta-\sin^2\theta=-0.5\), the addition is \(-1.94\) cm\(^{-1}\). The large-sphere value is thus 3.50 cm\(^{-1}\). The truncated sum happens to lie close to it, which a cutoff as short as 1.1 nm does not guarantee.

## 7. Polarization and an accidental zero

The transition dipoles of the two crystal modes, per cell, are

\[
\mathbf M_+=\frac{\mu(\mathbf u_A+\mathbf u_B)}{\sqrt2}=\sqrt2\,\mu\cos\theta\,\hat{\mathbf b},\qquad
\mathbf M_-=\sqrt2\,\mu\sin\theta\,\hat{\mathbf p}.
\]

The upper mode absorbs light polarized along \(b\), with strength \(2\mu^2\cos^2\theta=0.045\) D\(^2\). The lower mode absorbs along \(p\), with strength \(2\mu^2\sin^2\theta=0.135\) D\(^2\). Light travelling perpendicular to both \(b\) and \(p\) can reach either mode by a change of polarization. For bare dipoles the ratio of strengths, \(\tan^2\theta=3\), measures the molecular tilt. Induced dipoles change it: with the polarizability of section 9 the ratio is about 2.6, which would be read as a tilt of \(58^\circ\).

Keep the positions and \(\hat{\mathbf p}\) fixed and vary \(\theta\). If the dipoles are parallel to \(b\), \(L_{AB}=CT_{bb}=-3.54\) cm\(^{-1}\), and the in-phase mode is the lower one. In that limit the out-of-phase mode has no dipole, so one band remains although the levels are 7.1 cm\(^{-1}\) apart. At \(\theta=60^\circ\) the order is reversed. In between, \(L_{AB}\) vanishes where \(\tan^2\theta=T_{bb}/T_{pp}=0.42\), or \(\theta\simeq33^\circ\). There the two levels coincide by cancellation, without symmetry requiring it. A missing splitting therefore does not show that the molecules are uncoupled.

## 8. Other directions of k

For \(\mathbf k\) along \(b\), both dipoles have the projection 0.5. The macroscopic term adds \(11.63\times0.25=2.91\) cm\(^{-1}\) to \(L_{AB}\), and the splitting is \(2(5.44+2.91)=16.7\) cm\(^{-1}\). For \(\mathbf k\) along \(p\), the projections are \(\pm0.866\). The addition is \(-8.72\) cm\(^{-1}\), so \(L_{AB}\) becomes \(-3.28\) cm\(^{-1}\) and the splitting 6.6 cm\(^{-1}\). The order of the levels has reversed.

Halfway between \(b\) and \(p\), the projections are 0.966 and \(-0.259\). Then \(L_{AB}=5.44-2.91=2.53\) cm\(^{-1}\), but the sublattices are no longer equivalent:

\[
L_{AA}-L_{BB}=11.63\,(0.933-0.067)=10.07\ \mathrm{cm^{-1}},
\]
\[
\Delta=\sqrt{10.07^2+(2\times2.53)^2}=11.3\ \mathrm{cm^{-1}}.
\]

Using \(2|L_{AB}|\) here would give 5.1 cm\(^{-1}\), less than half the splitting.

The size of an optical wavevector matters far less than its direction. Light at 2000 cm\(^{-1}\) has \(k=1.26\times10^{-3}\) nm\(^{-1}\) in vacuum. Moving from zero to this \(k\) perpendicular to both dipoles changes the electrostatic splitting by about \(6\times10^{-8}\) cm\(^{-1}\). Retardation, which mixes the vibration with light, is not included in that figure.

## 9. Electronic polarizability

The electrons of each molecule respond to the vibrating dipoles. Give each site an isotropic polarizability volume \(\alpha\) and assume that the electrons follow without delay. Collect the two unit vibrational dipoles of a cell in \(\mathbf m\), the induced dipoles in \(\mathbf d\), and the field-free sums in one six-by-six matrix \(T\). Using these sums means that \(\mathbf k\) is taken perpendicular to the total dipoles of both crystal modes, induced part included. This direction can differ from the one in section 6, because the induced dipoles need not lie in the plane of \(b\) and \(p\). In units of \(C\), the energy per cell is

\[
U=\tfrac12(\mathbf m+\mathbf d)^{\mathsf T}T(\mathbf m+\mathbf d)+\frac{\mathbf d^{\mathsf T}\mathbf d}{2\alpha}.
\]

Setting the derivative with respect to \(\mathbf d\) to zero gives \(T(\mathbf m+\mathbf d)+\mathbf d/\alpha=0\), or \(\mathbf d=-\alpha T(\mathbf m+\mathbf d)\). Adding \(\mathbf m\) to both sides and solving gives \(\mathbf m+\mathbf d=(1+\alpha T)^{-1}\mathbf m\). The stationarity condition also removes every term of \(U\) multiplied by \(\mathbf d^{\mathsf T}\) from the left. Hence

\[
U=\tfrac12\mathbf m^{\mathsf T}T(\mathbf m+\mathbf d)
=\tfrac12\mathbf m^{\mathsf T}T(1+\alpha T)^{-1}\mathbf m .
\]

The bare \(T\) is replaced by \(T(1+\alpha T)^{-1}\), provided \(1+\alpha T\) is positive definite, so that the electronic response is stable. For a rough \(\alpha=0.015\) nm\(^3\), the splitting rises from 10.9 to 11.9 cm\(^{-1}\), or by 10%. In this geometry the electrons strengthen the coupling.

## 10. The model beside real precursors

The parameters lie in the rough regime of a terminal C–O stretch in a solid metal-carbonyl precursor for vapour deposition, but they describe no particular compound. Many such precursors carry several carbonyl groups, which breaks the assumption of one isolated vibration. If another carbonyl mode lies 60 cm\(^{-1}\) away and couples as strongly as the larger of \(|L_{AA}\pm L_{AB}|\), here 8.45 cm\(^{-1}\), second-order perturbation theory gives a level shift of about \(8.45^2/60=1.2\) cm\(^{-1}\). That is 11% of the splitting. Larger ligands would also spread the carbonyls further apart than in this compact cell.

Other changes, each made alone with the rest held fixed, are as follows.

- Turning the dipoles \(5^\circ\) towards \(b\) lowers the splitting to 9.0 cm\(^{-1}\), a change of \(-17\)%.
- Replacing point dipoles by charges 0.115 nm apart, roughly a C–O bond length, gives 10.6 cm\(^{-1}\), a change of \(-2\)%.
- A uniform volume expansion of 3% at fixed orientations gives 10.6 cm\(^{-1}\), a change of \(-3\)%, since every \(r^{-3}\) scales as \(1/V\).

At 298 K the ratio of excited to ground population is \(6\times10^{-5}\), so absorption from molecules already excited in this stretch is negligible. The low-frequency modes of a real precursor, which the model leaves out, are populated (the same ratio is 0.14 for a mode at 400 cm\(^{-1}\)) and can add hot bands and broadening. For a rough linewidth of 4 cm\(^{-1}\), the splitting is 2.7 linewidths, and the model predicts two separate bands, one in each polarization, for a single crystal with \(\mathbf k\) perpendicular to both transition dipoles. The bands are strong. The macroscopic field of section 8 raises the \(p\) mode by \(2\times8.72=17\) cm\(^{-1}\) when it is longitudinal, more than the splitting, and light at the band peaks is absorbed within about 0.2 to 0.4 µm. In unpolarized transmission two minima are resolved for a film a few tenths of a micrometre thick, but they merge into one at about 1 µm. Other directions have other splittings, as section 8 shows. The point-dipole model gives a splitting of about 11 cm\(^{-1}\) for the stated geometry. The changes listed above and the polarizability of section 9 each move it by up to about 2 cm\(^{-1}\), so no finer figure is justified. That range holds the transition dipole at 0.30 D and \(\alpha\) at 0.015 nm\(^3\). The splitting scales as \(\mu^2\), so 0.33 D gives 13.2 cm\(^{-1}\) and 0.40 D gives 19 cm\(^{-1}\), and \(\alpha=0.025\) nm\(^3\) gives 13.7 cm\(^{-1}\). The numerical output lists the values at higher precision for checking the arithmetic.

## Table of computed values

```
Site frequency w0: 2000.0 cm^-1
Transition dipole: 0.30 D
Cell a, b, c: 0.90, 0.65, 0.85 nm
Cell angle beta: 100 deg
Fractional position A: [0.2  0.   0.15]  B: [-0.2   0.5  -0.15]
Dipole angle to b: 60 deg
Azimuth from a in ac plane: 30 deg
Cell volume: 0.4897 nm^3
Coupling constant C: 0.4531 cm^-1 nm^3
Nearest A-B distance: 0.5180 nm
Number of nearest B molecules: 2
Coupling to one nearest B: 1.7580 cm^-1
T_AB along b (bb): -7.8132 nm^-3
T_AB along p (pp): -18.6025 nm^-3
Summed coupling L_AA: -3.0155 cm^-1
Summed coupling L_AB: 5.4362 cm^-1
Davydov splitting 2|L_AB|: 10.8724 cm^-1
Same splitting: 1.3480 meV
In-phase frequency: 2002.4192 cm^-1
Out-of-phase frequency: 1991.5304 cm^-1
Full harmonic splitting: 10.8888 cm^-1
Strength along b per cell: 0.0450 D^2
Strength normal to b per cell: 0.1350 D^2
Test crystal: 128 molecules, cutoff 1.1 nm
Test crystal truncated L_AB: 3.5725 cm^-1
Test crystal splitting: 7.1383 cm^-1
Quantum pair, L/w0 = 0.05: splitting/w0 0.100126
Anharmonic pair, splitting/(2|L|): 0.999888
Field constant 4 pi C/V: 11.6265 cm^-1
Splitting, k along b: 16.6856 cm^-1
Splitting, k along p: 6.5674 cm^-1
Splitting, k oblique: 11.2684 cm^-1
Polarizability volume (rough): 0.015 nm^3
Splitting with polarizability: 11.9133 cm^-1
Dipole length (rough): 0.115 nm
Splitting with finite dipoles: 10.6418 cm^-1
Gap to next carbonyl mode (rough): 60 cm^-1
Mode-mixing shift estimate: 1.1905 cm^-1
Volume expansion (rough): 3 percent
Splitting after expansion: 10.5557 cm^-1
Splitting, dipole 5 deg nearer b: 8.9816 cm^-1
Excited/ground population at 298 K: 6.40e-05
Wavevector of light in vacuum: 1.257e-03 nm^-1
Splitting change at that k: 5.8e-08 cm^-1
Linewidth (rough): 4.0 cm^-1
Splitting/linewidth: 2.72
```
